# Apparent permittivity of a 20 nm film with a dead layer

## Problem

A capacitor has two wide, flat, parallel metal plates separated by an insulating film of total thickness $t=20$ nm. Most of the film, 19 nm, has relative permittivity $\varepsilon_b=300$. The remaining $d=1$ nm is a "dead layer", a region next to the electrodes that polarizes much less easily, with $\varepsilon_d=20$. The 1 nm is the total for both electrodes. Someone who knows only the total thickness and the measured capacitance $C$ on plate area $A$ assigns the film an apparent permittivity $\varepsilon_{\rm app}$ through

$$\frac{C}{A}=\frac{\varepsilon_0\,\varepsilon_{\rm app}}{t}.$$

(a) Calculate $\varepsilon_{\rm app}$ for a small signal at zero bias. Does it matter where the dead layer lies?

(b) Find the capacitance per area, the equivalent oxide thickness, and the charge and fields at a bias of 0.5 V, taking the response as linear.

(c) How does $\varepsilon_{\rm app}$ depend on the film thickness if the dead layer stays the same? What can a series of films of different thickness reveal about the dead layer?

(d) The large permittivity comes from a soft lattice mode, which stiffens under a field and on heating. Estimate $\varepsilon_{\rm app}$ at 0.5 V bias, and at 358 K with no bias.

(e) Estimate the effect of imperfect electrode screening, of an uneven dead layer, and of leakage.

The parameters are rough values in the regime of a strontium titanate storage capacitor near room temperature. Those needed for (d) and (e) are given where they enter.

## Solution

### (a) The apparent permittivity

Assume that each layer is laterally uniform with sharp faces, that the film holds no free charge, and that the plates are ideal conductors, wide enough for edge effects to be ignored. All fields then point along the film normal.

Gauss's law for the displacement $D$ says that $D$ changes only where there is free charge. There is none inside the film, so $D$ is the same in both layers. At the plate it equals the free charge per area, $D=Q/A$. In a linear dielectric $D=\varepsilon_0\varepsilon E$, so the two fields are

$$E_b=\frac{D}{\varepsilon_0\varepsilon_b},\qquad E_d=\frac{D}{\varepsilon_0\varepsilon_d}.$$

The voltage is the field integrated across the film:

$$V=E_b(t-d)+E_d\,d=\frac{D}{\varepsilon_0}\,S,\qquad S=\frac{t-d}{\varepsilon_b}+\frac{d}{\varepsilon_d}.$$

The capacitance per area is therefore $D/V=\varepsilon_0/S$. Setting this equal to $\varepsilon_0\varepsilon_{\rm app}/t$ gives

$$\boxed{\varepsilon_{\rm app}=\frac{t}{S}=\frac{t}{(t-d)/\varepsilon_b+d/\varepsilon_d}}$$

This is the rule for capacitors in series. The numbers are

$$S=\frac{19\ \text{nm}}{300}+\frac{1\ \text{nm}}{20}=0.06333\ \text{nm}+0.05000\ \text{nm}=0.11333\ \text{nm},$$

$$\varepsilon_{\rm app}=\frac{20}{0.11333}=176.5.$$

The apparent value is 41 % below the bulk value of 300, although the dead layer fills only 5 % of the film. What counts is thickness divided by permittivity, and by that measure 1 nm of dead layer weighs as much as 15 nm of the bulk material.

The position of the dead layer does not matter within these assumptions, because $S$ contains only the total thickness of each material. A numerical solution of $\nabla\cdot(\varepsilon\nabla\phi)=0$, which does not use the series formula, gives 176.47 with the layer at one plate, with half of it at each plate, and with the whole of it buried inside the film.

The thickness-weighted mean $(19\times300+1\times20)/20=286$ does not apply here. It belongs to materials standing side by side, each reaching from plate to plate. Those share the same field $E$, and their charges add. Stacked layers share the same $D$, and their voltages add.

### (b) Capacitance, charge and fields

The definition of $\varepsilon_{\rm app}$ gives

$$\frac CA=\frac{\varepsilon_0\times176.5}{20\ \text{nm}}=7.81\ \mu\text{F/cm}^2.$$

The equivalent oxide thickness is the thickness of silica, with permittivity 3.9, that would give the same capacitance per area. Equating $3.9/t_{\rm eq}$ to $\varepsilon_{\rm app}/t$ gives

$$t_{\rm eq}=\frac{3.9\times20\ \text{nm}}{176.5}=0.442\ \text{nm}.$$

At 0.5 V the charge per area is $7.81\times0.5=3.91\ \mu\text{C/cm}^2$, using the unrounded capacitance. For the fields, $D/\varepsilon_0=V/S$, so

$$E_b=\frac{V}{S\varepsilon_b}=\frac{0.5\ \text{V}}{0.11333\ \text{nm}\times300}=0.147\ \text{MV/cm},$$

$$E_d=\frac{V}{S\varepsilon_d}=\frac{0.5\ \text{V}}{0.11333\ \text{nm}\times20}=2.21\ \text{MV/cm}.$$

The field in the dead layer is larger by the factor $\varepsilon_b/\varepsilon_d=15$. The dead layer's share of the voltage is

$$s=\frac{E_d d}{V}=\frac{d/\varepsilon_d}{S}=\frac{0.05000}{0.11333}=44.1\,\%,$$

which is 0.221 V across a single nanometre.

This matters for breakdown. Take 4 MV/cm as a rough breakdown field for a material of permittivity 20. In the linear model the field is proportional to the bias, so the dead layer reaches that value at $0.5\ \text{V}\times4/2.21=0.91$ V. The average field in the film is then still below 0.5 MV/cm, so the average does not show how heavily the dead layer is loaded. The 0.91 V is not a predicted breakdown voltage. The layer then carries only 0.4 V, and a rough bulk breakdown field need not apply to a region 1 nm thick whose parameters are effective ones. The tuning of part (d) would also move the figure to 0.96 V.

### (c) Thickness dependence

Separate the part of $S$ that grows with $t$ from the part that does not:

$$S=\frac{t}{\varepsilon_b}-\frac{d}{\varepsilon_b}+\frac{d}{\varepsilon_d}
=\frac{t}{\varepsilon_b}+d\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_b}\right).$$

Taking out the factor $1/\varepsilon_b$ gives

$$S=\frac{t+t_{1/2}}{\varepsilon_b},\qquad t_{1/2}=d\left(\frac{\varepsilon_b}{\varepsilon_d}-1\right),$$

and hence

$$\varepsilon_{\rm app}=\frac{t}{S}=\frac{\varepsilon_b}{1+t_{1/2}/t},\qquad \frac CA=\frac{\varepsilon_0}{S}=\frac{\varepsilon_0\varepsilon_b}{t+t_{1/2}}.$$

At $t=t_{1/2}$ the apparent permittivity is half of the bulk value. Here $t_{1/2}=1\ \text{nm}\times(15-1)=14$ nm, and the result of (a) follows again as $300/(1+14/20)=300/1.7=176.5$.

With $\varepsilon_b$, $\varepsilon_d$ and $d$ held fixed, the apparent permittivity is 125.0 at 10 nm, 176.5 at 20 nm, 222.2 at 40 nm and 255.3 at 80 nm. The approach to 300 is slow, because for $t\gg t_{1/2}$ the relative deficit falls only as $t_{1/2}/t$.

In the other direction, thinning the film brings less than expected. Going from 20 nm to 10 nm multiplies the capacitance by $(20+14)/(10+14)=1.42$ instead of 2. The end point is $t=d$, where only dead layer remains. There $t+t_{1/2}=d\,\varepsilon_b/\varepsilon_d$, and $C/A=\varepsilon_0\varepsilon_d/d$, as it must be.

A second limit shows what a better bulk material could achieve. If $\varepsilon_b\to\infty$ while the dead layer and the total thickness stay fixed, the first term of $S$ vanishes and $\varepsilon_{\rm app}\to t\varepsilon_d/d=20\times20/1=400$. This ceiling depends on the dead layer and the total thickness. The corresponding capacitance per area, $\varepsilon_0\varepsilon_d/d$, depends on the dead layer alone.

For the thickness series, plot $t/\varepsilon_{\rm app}$, which equals $S$, against $t$. The result is a straight line with

$$\text{slope}=\frac1{\varepsilon_b},\qquad \text{intercept}=d\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_b}\right)=0.05000-0.00333=0.04667\ \text{nm}.$$

The slope gives the bulk permittivity. The intercept gives one number for two unknowns, $d$ and $\varepsilon_d$, so the series cannot determine them separately. For example, a dead layer of thickness $d'=2$ nm has the same intercept if

$$\frac1{\varepsilon_d'}=\frac{0.04667}{2}+\frac1{300}=0.02667,\qquad \varepsilon_d'=37.5.$$

Films with this layer have the same capacitance as the original ones at every thickness of at least 2 nm. The field inside the layer is different, however. At the same $D$ it is $2.21\times20/37.5=1.18$ MV/cm instead of 2.21 MV/cm. The capacitance series therefore does not settle how close the dead layer is to breakdown.

### (d) Soft-mode tuning and heating

**Bias.** In a soft-mode dielectric the polarization $P$ is carried mainly by a lattice vibration with a weak restoring force. At larger displacement the force rises faster than linearly. To the first nonlinear order,

$$E=\frac{P}{\varepsilon_0(\varepsilon_b-1)}+\beta P^3,$$

with $\beta=8\times10^{9}\ \text{V\,m}^5/\text{C}^3$ as a rough value. The linear coefficient follows from $P=\varepsilon_0(\varepsilon_b-1)E$ at weak field.

Since $D=\varepsilon_0E+P$ and $\varepsilon_0E/D$ is only about $1/300$, we may replace $P$ by $D$ in the cubic term. The linear term, expressed exactly through $D$, is $D/(\varepsilon_0\varepsilon_b)$. Thus

$$E\approx\frac{D}{\varepsilon_0\varepsilon_b}+\beta D^3.$$

A small signal on top of the bias responds to the slope of this curve. Define the small-signal permittivity by $1/\varepsilon_b(D)=\varepsilon_0\,dE/dD$. Then

$$\frac1{\varepsilon_b(D)}=\frac1{\varepsilon_b}+3\varepsilon_0\beta D^2.$$

The voltage is still $V=E(t-d)+E_dd$. Differentiating it with respect to $D$, with the dead layer kept linear, gives

$$\frac{dV}{dD}=\frac1{\varepsilon_0}\left[\frac{t-d}{\varepsilon_b(D)}+\frac d{\varepsilon_d}\right].$$

The series formula thus holds for the small signal, with $\varepsilon_b(D)$ in place of $\varepsilon_b$.

Solving the nonlinear voltage equation at 0.5 V gives $D=3.84\ \mu\text{C/cm}^2$, slightly below the linear 3.91. In SI units $D=0.0384\ \text{C/m}^2$, so

$$3\varepsilon_0\beta D^2=3\times(8.854\times10^{-12})\times(8\times10^9)\times(0.0384)^2=3.13\times10^{-4}.$$

Adding $1/300=33.33\times10^{-4}$, with both terms unrounded, gives $36.47\times10^{-4}$, or $\varepsilon_b(D)=274.2$. Then

$$\varepsilon_{\rm app}=\frac{20}{19/274.2+0.05}=167.7.$$

The numerical slope of charge against voltage, taken from the equations before $P$ was replaced by $D$, gives 167.8.

**Heating.** Above its Curie–Weiss temperature $T_0$, the soft mode gives a permittivity roughly proportional to $1/(T-T_0)$. With the rough value $T_0=35$ K and $\varepsilon_b=300$ at 300 K,

$$\varepsilon_b(358\ \text K)=300\times\frac{300-35}{358-35}=246.1,\qquad
\varepsilon_{\rm app}=\frac{20}{19/246.1+0.05}=157.2.$$

Here the dead layer is taken as independent of temperature.

In both cases the apparent permittivity changes by a smaller fraction than the bulk one. On heating, the bulk value falls by 18 % and the apparent value by 11 %. The reason follows from $\varepsilon_{\rm app}=t/S$. For a small change of $\varepsilon_b$ alone,

$$\frac{d\varepsilon_{\rm app}}{\varepsilon_{\rm app}}=-\frac{dS}{S}=\frac{(t-d)/\varepsilon_b}{S}\,\frac{d\varepsilon_b}{\varepsilon_b}=(1-s)\frac{d\varepsilon_b}{\varepsilon_b},$$

with $1-s=0.56$ here. The part of $S$ that belongs to the dead layer does not respond.

### (e) Screening, unevenness and leakage

**Electrode screening.** In a real metal the plate charge is spread over a screening length $\lambda$. Let the metal fill $x>0$, and let $\phi$ be the potential measured from its interior. Linear screening gives $\phi''=\phi/\lambda^2$, whose decaying solution is $\phi=\phi_0e^{-x/\lambda}$. The field at the surface has magnitude $|\phi_0|/\lambda$. It must also equal $D/(\varepsilon_0\varepsilon_m)$, where $\varepsilon_m$ is the background permittivity of the metal. The voltage lost in one electrode is therefore

$$|\phi_0|=\frac{D}{\varepsilon_0}\,\frac{\lambda}{\varepsilon_m},$$

so each electrode adds $\lambda/\varepsilon_m$ to $S$. With the rough values $\lambda=0.05$ nm and $\varepsilon_m=5$, two electrodes add $2\times0.05/5=0.02$ nm, and

$$\varepsilon_{\rm app}=\frac{20}{0.11333+0.02}=150.0.$$

A numerical solution with the screening charge inside both metals also gives 150.0. This correction applies only if the dead layer describes the film alone. If its parameters were deduced from measured capacitances, they already contain the screening, and adding it again would count it twice.

**Uneven dead layer.** Let the dead layer form parallel stripes at one plate, 0.5 nm thick on half of the area and 1.5 nm on the other half, so that the mean stays 1 nm. Two simple estimates are available.

- If the flux runs straight through the film, each half is a separate capacitor and their capacitances add. The apparent values are $20/(19.5/300+0.5/20)=222.2$ and $20/(18.5/300+1.5/20)=146.3$, with mean 184.3.
- If every plane parallel to the plates is an equipotential, the film is a series of three slices. The middle slice, 1 nm thick, is half dead and half bulk, with mean permittivity 160. This gives $20/(0.5/20+1/160+18.5/300)=215.2$.

For a stripe pattern of period 40 nm the numerical field solution gives 191, between the two. The value depends on the period: about 186 at 200 nm, 200 at 5 nm and 211 at 1 nm. Wide stripes approach the first estimate and narrow stripes the second. Even the first estimate exceeds the uniform value of 176.5. The reason is that $S$ is linear in $d$, so $t/S$ is a convex function of $d$, and the mean of a convex function exceeds its value at the mean. The thin places gain more than the thick places lose.

**Leakage.** Take an electron barrier of 1.0 eV at the injecting electrode, a tunnelling mass of half the free-electron mass, and the dead layer on the injecting side. These are rough choices. At 0.5 V the barrier energy $U(x)$ falls from 1.0 eV to 0.78 eV across the dead layer and then to 0.5 eV at the far plate. An electron at the Fermi level must tunnel through all 20 nm, with a probability of order

$$\exp\left[-\frac2\hbar\int_0^t\sqrt{2mU(x)}\,dx\right]=e^{-117},$$

which is negligible. The attraction of the electron to its image charge, described below, is left out here. Including it lowers the exponent by only a few per cent, and the probability stays negligible.

Thermally excited electrons matter more. For a cautious estimate, treat the dead layer as transparent to them and take the barrier height at its inner face. With the image attraction described next, the barrier still rises slightly beyond that face before it falls, so this choice somewhat overstates the current. At the inner face the voltage drop lowers the barrier by 0.221 eV. The attraction of the electron to its image charge lowers it by $e^2/(16\pi\varepsilon_0\varepsilon_{\rm opt}d)=0.072$ eV, with a rough optical permittivity $\varepsilon_{\rm opt}=5$. This leaves 0.707 eV. The Richardson formula for thermionic emission at 300 K, with the free-electron mass, then gives a current density $J$ of about $10^{-5}\ \text{A/cm}^2$.

To compare this with a capacitance measurement, note that $J\propto\exp(seV/k_BT)$ when the image term is fixed. The small-signal conductance per area is thus $G=dJ/dV=J\,se/(k_BT)$. At a frequency $f=10$ kHz, its ratio to the capacitive term is

$$\frac{G}{2\pi f\,C/A}\approx5\times10^{-4}.$$

In this estimate leakage hardly disturbs the capacitance measured at 10 kHz. Storing charge is a stricter demand: if the current stayed at its 0.5 V value, it would remove the stored charge in a few tenths of a second. Conduction through defects is left out, and it can be much larger.

### The model beside a real capacitor

A permittivity of about 300 is typical of good bulk strontium titanate at room temperature. Thin films often have less, through strain, defects or departures from the ideal composition, so 300 is a favourable choice for the interior of a 20 nm film. The dead layer's thickness and permittivity are effective parameters of plausible size, not properties of a separately identified material. With the rough values chosen in (d) and (e), imperfect screening lowers the result most, from 176 to 150 if it is not already included in the dead layer. Heating to 358 K gives 157, a bias of 0.5 V gives 168, and the uneven layer gives 191 at a period of 40 nm and above 200 at periods of 2 nm or less. Each of these was calculated with the others switched off, so the shifts should not simply be added. Most of them lower the result, and so does a poorer film interior: $\varepsilon_b=200$ in place of 300 gives 138. With the dead layer fixed at 1 nm of permittivity 20, the model therefore supports only a rough range, about 100 to 200. The dead layer itself is the least certain input: halving its thickness gives 222, halving its permittivity gives 122, and 2 nm of permittivity 10 gives 77, so a real device can lie outside that range. The further digits serve to check the arithmetic. The main values are collected in the numerical output below.

## Computed results

```
film thickness 20 nm, dead layer 1 nm
permittivity: bulk part 300, dead layer 20
bulk term (t-d)/eps_b = 0.06333 nm
dead term d/eps_d = 0.05000 nm
sum of terms = 0.11333 nm
apparent permittivity, formula = 176.47
apparent permittivity, field solution = 176.47
same, dead layer split over both faces = 176.47
same, dead layer buried in the film = 176.47
thickness-weighted mean (wrong here) = 286.0
loss against bulk value = 41.2 %
half-value thickness = 14.0 nm
field solution at that thickness = 150.00
apparent permittivity at 10 nm = 125.0
apparent permittivity at 20 nm = 176.5
apparent permittivity at 40 nm = 222.2
apparent permittivity at 80 nm = 255.3
1/slope of t/eps_app against t = 300.00
intercept of t/eps_app = 0.04667 nm
equivalent dead layer: 2 nm of permittivity 37.50
capacitance per area = 7.81 uF/cm2
silica permittivity used = 3.9
equivalent oxide thickness = 0.442 nm
bias = 0.5 V
linear charge per area = 3.91 uC/cm2
field in bulk part = 0.147 MV/cm
field in dead layer = 2.21 MV/cm
voltage share of dead layer = 44.1 %
voltage on dead layer = 0.221 V
rough breakdown field = 4 MV/cm
bias that brings dead layer to it = 0.91 V
cubic coefficient beta = 8.0e+09 V m^5/C^3
charge per area with tuning = 3.84 uC/cm2
bulk permittivity at bias = 274.2
apparent at bias, formula = 167.7
apparent at bias, numerical slope = 167.8
temperatures: T = 300 K, hot 358 K, T0 = 35 K
bulk permittivity when hot = 246.1
apparent permittivity when hot = 157.2
screening length 0.05 nm, electrode permittivity 5
apparent with screening, formula = 150.0
apparent with screening, solution = 150.0
uneven layer 0.5/1.5 nm, period 40 nm
uneven layer, field solution = 191
uneven layer, column estimate = 184.3
uneven layer, plane estimate = 215.2
barrier 1.0 eV, tunnel mass 0.5 m_e
tunnelling exponent = 117
optical permittivity = 5
image lowering at inner face = 0.072 eV
leakage barrier = 0.707 eV
thermionic leakage = 1e-05 A/cm2
test frequency = 10 kHz
leakage/capacitive small-signal current = 5e-04
```
